# Screening length and potential fluctuations in a heavily compensated semiconductor

An n-type semiconductor contains donors of density $N_D$ and acceptors of slightly smaller density $N_A$. Nearly every electron supplied by a donor has been captured by an acceptor, so the crystal is full of charged centres and has few electrons left to screen them. The problem is to find how far the resulting potential fluctuations extend and how large they are.

Define

$$N=N_D+N_A,\qquad n=N_D-N_A,\qquad n\ll N .$$

All impurities are taken as singly ionized, and their positions as independent and uniformly random. The density $n$ counts every electron that can be redistributed between potential wells. It is not the Hall density, which can be smaller because electrons must be activated out of the wells. If the remaining electrons sit on donors, the charged density is $2N_A$ instead of $N$, a relative change of order $n/N$, which is neglected.

The algebra uses atomic units ($e=\hbar=m_e=4\pi\varepsilon_0=1$), so a unit charge at distance $r$ produces the potential $1/(\kappa r)$ in a medium of static dielectric constant $\kappa$. Thermal energy is written $\tau=k_BT$.

## (a) How large is the random charge in a volume $V$?

**Solution.** The numbers of donors and acceptors in $V$ are independent Poisson variables, with means $N_DV$ and $N_AV$. The variance of a Poisson variable equals its mean. The impurity charge is the difference of the two numbers, so its mean is

$$N_DV-N_AV=nV .$$

Variances of independent variables add even when the variables are subtracted:

$$\langle\delta Q^2\rangle=N_DV+N_AV=NV .$$

Compensation thus removes the mean charge but not its fluctuation. The remaining mean $nV$ is neutralized by the average electron density.

## (b) How large a potential fluctuation does this charge produce at scale $R$, without screening?

Use the difference between the potential at a point and its mean over a sphere of radius $R$ centred there.

**Solution.** The average of $1/|\mathbf r-\mathbf s|$ over points $\mathbf s$ on the sphere is, with $u$ the cosine of the angle between $\mathbf r$ and $\mathbf s$,

$$\frac12\int_{-1}^{1}\frac{du}{\sqrt{r^2+R^2-2rRu}}
=\frac{(r+R)-|r-R|}{2rR}=\frac{1}{\max(r,R)} .$$

A unit charge outside the sphere contributes $1/r$ both at the centre and to the surface mean, so it cancels from the difference. A unit charge inside contributes

$$f(r)=\frac1\kappa\left(\frac1r-\frac1R\right).$$

The definition therefore isolates fluctuations generated within $R$, without an artificial truncation of the Coulomb potential.

For independent impurities, each volume element $dV$ adds $N f^2dV$ to the variance, for both signs of charge. Hence

$$\gamma^2(R)=\frac{N}{\kappa^2}\int_0^R4\pi r^2\left(\frac1r-\frac1R\right)^2dr
=\frac{4\pi N}{\kappa^2}\int_0^R\left(1-\frac rR\right)^2dr .$$

With $x=r/R$ the last integral is $R\int_0^1(1-x)^2dx=R/3$, so

$$\gamma^2(R)=\frac{4\pi NR}{3\kappa^2}.$$

The amplitude grows as $R^{1/2}$. The rms charge grows as $R^{3/2}$, while the potential per unit charge falls only as $1/R$. Independent random impurities therefore set no upper limit on their own potential fluctuations.

A direct sampling of 20,000 spheres with 200 ions each on average gave 1.014 times the predicted charge variance and 1.003 times the predicted potential variance. In the potential sample, ions within $0.02R$ of the centre were left out, because the fourth moment of $1/r$ diverges and spoils the statistics. The prediction was reduced accordingly by the factor $3\int_{0.02}^1(1-x)^2dx=(0.98)^3$.

## (c) At what radius can the electrons stop this growth, and what amplitude remains?

**Solution.** Suppose a sphere has impurity charge $nV+\delta Q$. To make it neutral, the electrons inside must number $nV+\delta Q$. This number cannot be negative, so neutrality requires

$$\delta Q\ge-nV .$$

A region with too many acceptors can at most lose all its electrons. In small spheres the typical negative excess, $-\sqrt{NV}$, is beyond that limit. In large spheres it is within it, because $nV$ grows faster than $\sqrt{NV}$. The characteristic radius $R_s$ is defined by equality:

$$\sqrt{NV_s}=nV_s\quad\Longrightarrow\quad V_s=\frac{N}{n^2}.$$

Since $V_s=4\pi R_s^3/3$,

$$\boxed{R_s=\left(\frac{3N}{4\pi n^2}\right)^{1/3}}$$

and the rms excess charge in this sphere is $nV_s=N/n$.

For the amplitude, put $R=R_s$ in part (b) and replace $4\pi/3$ by $V_s/R_s^3=N/(n^2R_s^3)$:

$$\gamma^2=\frac{NR_s}{\kappa^2}\,\frac{N}{n^2R_s^3}
=\left(\frac{N}{n\kappa R_s}\right)^2 .$$

The amplitude is thus the potential of the charge $N/n$ at distance $R_s$. Inserting $1/R_s=(4\pi/3)^{1/3}n^{2/3}N^{-1/3}$ gives

$$\boxed{\gamma=\frac{N}{n\kappa R_s}
=\left(\frac{4\pi}{3}\right)^{1/3}\frac{N^{2/3}}{\kappa n^{1/3}}}$$

In atomic units this is also the electron energy amplitude. The numerical prefactors belong to the chosen definitions of radius and amplitude. Another reasonable definition changes them by a factor of order one.

## (d) Do the powers of $N$ and $n$ survive when the electrons are allowed to arrange themselves?

**Solution.** Neglect the electrons' kinetic energy and temperature. Let $v(\mathbf r)$ be the electron potential energy measured from the chemical potential, and $n_e(\mathbf r)$ the electron density. In equilibrium no electron can lower its energy by moving. Occupied places therefore have $v=0$, and empty places have $v\ge0$:

$$v\ge0,\qquad n_e\ge0,\qquad vn_e=0 .$$

An electron has charge $-1$, so its energy is minus the electrostatic potential, up to a constant. Poisson's equation becomes

$$\nabla^2v=\frac{4\pi}{\kappa}(\rho-n_e),$$

where $\rho$ is the impurity charge density. On scales containing many impurities, write $\rho=n+\delta\rho$ with

$$\langle\delta\rho(\mathbf r)\delta\rho(\mathbf r')\rangle=N\delta(\mathbf r-\mathbf r').$$

Let $\mathbf r=\ell\mathbf y$. Because $\delta(\ell\mathbf y)=\ell^{-3}\delta(\mathbf y)$, the noise is $\delta\rho=\sqrt N\,\ell^{-3/2}w(\mathbf y)$, where $w$ has unit strength. Choose $\ell$ so that the noise prefactor equals $n$:

$$\sqrt N\,\ell^{-3/2}=n\quad\Longrightarrow\quad
\ell=\left(\frac{N}{n^2}\right)^{1/3}.$$

Now set $n_e=n\nu$ and $v=(n\ell^2/\kappa)u$. The common factor $n$ cancels from Poisson's equation:

$$\nabla_y^2u=4\pi(1+w-\nu),\qquad u\ge0,\quad \nu\ge0,\quad u\nu=0 .$$

No parameter is left. Provided the continuum solution exists, every length scales as $\ell$ and every energy as

$$\frac{n\ell^2}{\kappa}=\frac{N^{2/3}}{\kappa n^{1/3}} .$$

These are the powers found in (c).

The conditions were also solved numerically on a periodic lattice of $64^3$ cells, with unit charge variance per cell. The same impurities were used for two electron densities, chosen to make $R_s$ equal to 4 and 8 cells.

- For wave numbers $kR_s<1.5$, only about 5% of the impurity charge power remained after the electrons had moved.
- For $kR_s>6$, 83% and 93% remained. The electrons therefore remove long-wave fluctuations and leave most of the short-wave ones, as the balance assumes.
- The standard deviation of $v$ about its mean was 0.83 and 0.80 times $\gamma$, which supports the order-one prefactor.
- Doubling $R_s$ multiplied this standard deviation by 1.36, against 1.41 from scaling. A length defined as the average of $1/k$, weighted by the power spectrum of $v-\langle v\rangle$, was multiplied by 1.61 instead of 2.

In this sample the length thus grew 19% less than the scaling law requires. These figures depend on the sample by more than the digits shown. Three other samples on the same lattice give length factors of 1.74 to 1.81 and amplitude factors of 1.38 to 1.43. Over all four samples the standard deviation lies between 0.80 and 0.85 times $\gamma$, and the long-wave residue between 4% and 7%. The length factor stays below 2 in every sample, and both the box and the lattice spacing affect it. At $R_s=4$ cells the length is about $0.28R_s$ in a $32^3$ box and $0.30R_s$ in a $64^3$ box. At a fixed ratio of box to $R_s$ it falls from about $0.37R_s$ to $0.30R_s$ when $R_s$ goes from 2 to 4 cells. This calculation supports the mechanism and the size of $\gamma$. It does not establish the exponents, which rest on the scaling argument.

## (e) When may ordinary linear screening be used instead?

**Solution.** For nondegenerate electrons in a weak potential $\varphi$, $n_e=n e^{\varphi/\tau}\simeq n(1+\varphi/\tau)$. The induced charge $-n\varphi/\tau$ in Poisson's equation gives $\nabla^2\varphi=\varphi/\lambda^2$ away from an ion, with

$$\lambda^2=\frac{\kappa\tau}{4\pi n}.$$

Each ion then has the potential $\pm e^{-r/\lambda}/(\kappa r)$, and the total variance is

$$\gamma_D^2=\frac{4\pi N}{\kappa^2}\int_0^\infty e^{-2r/\lambda}dr
=\frac{2\pi N\lambda}{\kappa^2}.$$

The expansion needs $\gamma_D\ll\tau$. Since $\lambda\propto\tau^{1/2}$, $\gamma_D$ grows only as $\tau^{1/4}$ at fixed $N$ and $n$, so the condition holds at high temperature. Its limit is marked by $\gamma_D=\tau$. With $\tau=4\pi n\lambda^2/\kappa$, this reads

$$\frac{2\pi N\lambda}{\kappa^2}=\frac{16\pi^2n^2\lambda^4}{\kappa^2}
\quad\Longrightarrow\quad
\lambda=\left(\frac{N}{8\pi n^2}\right)^{1/3}.$$

Dividing by $R_s$ gives $(1/6)^{1/3}\simeq0.55$. Approached from high temperature, the expansion therefore loses its justification when the linear screening length has come down to about half of $R_s$. This marks a gradual crossover, not a sharp failure. For Boltzmann electrons on a $48^3$ lattice with $R_s=6$ cells (one sample), the linear amplitude is only about 3% below the nonlinear one at $\gamma_D=\tau$. It is 19% below at $\tau=0.24\gamma$ and 28% below at $\tau=0.14\gamma$. Well below that temperature the electrons collect in wells and the balance of part (c) takes over.

## (f) What are the values for a compensated gallium nitride layer?

Take $N_D=1.00\times10^{18}$ and $N_A=0.99\times10^{18}\ \mathrm{cm^{-3}}$, representing silicon donors and carbon acceptors. Take $\kappa=9.5$, an effective mass of 0.2 electron masses and a thickness of 1000 nm. The material constants are rough typical values.

**Solution.** The sums and differences are $N=1.99\times10^{18}$ and $n=1.0\times10^{16}\ \mathrm{cm^{-3}}$. One $\mathrm{cm^{-3}}$ is $10^{-21}\ \mathrm{nm^{-3}}$, so

$$R_s=\left[\frac{3(1.99\times10^{-3})}{4\pi(1.0\times10^{-5})^2}\right]^{1/3}\mathrm{nm}
\simeq168\ \mathrm{nm},$$

or about 1680 angstrom. This is 21 times the mean impurity spacing of 7.95 nm, so the statistical description applies, and it is about one sixth of the layer thickness.

The rms excess charge is $N/n=199$ elementary charges. In ordinary units $1/\kappa$ becomes $e^2/(4\pi\varepsilon_0\kappa)=0.1516$ eV nm, and

$$\gamma=\frac{0.1516\times199}{168.1}\ \mathrm{eV}\simeq0.18\ \mathrm{eV},$$

or 0.0066 hartree. At 300 K the thermal energy is 0.026 eV. Linear theory would give a length of 37 nm and an amplitude of 0.10 eV, four times the thermal energy it assumes to be larger. Its formal crossover lies near 1900 K, so it does not apply here. That temperature is computed at fixed $n$ and is not a physical one for this layer: the intrinsic carrier density there, roughly $10^{17}\ \mathrm{cm^{-3}}$, would exceed $n$.

The result is sensitive to the small difference $n$. Lowering $N_A$ to $0.98\times10^{18}\ \mathrm{cm^{-3}}$, with $N_D$ held fixed, doubles $n$. The radius falls to 106 nm and the amplitude to 0.14 eV. The remaining numbers are in the numerical output.

## (g) Where does the result fail, and how far can a real layer depart from it?

**Solution.** *Vanishing electron density.* As $n\to0$ the formula for $\gamma$ diverges, but another limit intervenes first. Large potential excursions eventually exchange charge between the acceptor level and the conduction band, whose separation $W$ is taken as 2.5 eV. With $\gamma(R)=W/2$ as an estimate of that limit, part (b) gives

$$R_W=\frac{3\kappa^2}{4\pi N}\left(\frac W2\right)^2\simeq8200\ \mathrm{nm}.$$

This exceeds the layer thickness, so here the surfaces intervene earlier. At nearly fixed $N$, $R_s\propto n^{-2/3}$ reaches 1000 nm when $n$ has fallen to about $10^{16}(168/1000)^{3/2}\simeq7\times10^{14}\ \mathrm{cm^{-3}}$. The bulk amplitude there would be $0.18\sqrt{1000/168}\simeq0.44$ eV. The bulk formula needs $R_s$ well below the thickness, so it fails before $n$ has fallen this far.

*Surface depletion.* The thickness that counts is that of the quasi-neutral part. Where a surface barrier $\Phi$ has removed the electrons, the mean charge density $n$ bends the average electron energy by $\Phi=2\pi nw^2/\kappa$ over a width $w$, so $w=\sqrt{\kappa\Phi/(2\pi n)}$. An assumed barrier of 1 eV gives 324 nm at $n=10^{16}\ \mathrm{cm^{-3}}$. Such barriers on both faces would leave only about 350 nm of the example layer quasi-neutral, roughly twice $R_s$. The bulk values of part (f) then require a thicker layer or weaker barriers.

*Correlated impurities.* Suppose the ions could move and reached equilibrium at a growth temperature $\tau_0$ before being frozen in. For a charge fluctuation of wave vector $\mathbf k$ in volume $V$, the probability is Gaussian. Its exponent contains the random-position term $-|\rho_k|^2/(2NV)$ and the Coulomb term $-4\pi|\rho_k|^2/(2V\kappa k^2\tau_0)$. Adding the coefficients and inverting gives

$$\frac{\langle|\rho_k|^2\rangle}{V}=\frac{Nk^2}{k^2+r_0^{-2}},
\qquad r_0^2=\frac{\kappa\tau_0}{4\pi N}.$$

Long-wave charge is suppressed before any electron screens it. This form neglects free carriers during growth. With the electrons of density $n$ present, a fraction $n/(N+n)$ of the long-wave power survives, about 0.5% in the example. The potential variance is

$$\int\frac{d^3k}{(2\pi)^3}\left(\frac{4\pi}{\kappa k^2}\right)^2
\frac{Nk^2}{k^2+r_0^{-2}}
=\frac{8N}{\kappa^2}\int_0^\infty\frac{dk}{k^2+r_0^{-2}}
=\frac{4\pi Nr_0}{\kappa^2},$$

since the last integral is $\pi r_0/2$. For 1300 K this gives $r_0=5.4$ nm and an amplitude of 0.056 eV, about a third of the uncorrelated value. Because $r_0$ is shorter than the impurity spacing, the continuum estimate is rough.

*Temperature and quantum energy.* At 500 K the thermal energy is 0.24 of $\gamma$, so thermal smearing corrects the result without changing the regime. In the lattice model with Boltzmann electrons, the standard deviation of $v$ rises by about 1% at 300 K and 3% at 500 K relative to zero temperature. To size the kinetic energy, equate $\gamma(R)$ to the Fermi energy $(3\pi^2n_R)^{2/3}/(2m)$ of the typical excess density $n_R=\sqrt{3N/(4\pi R^3)}$. This happens at 4.7 nm and 0.030 eV, about 17% of $\gamma$. That size is below the impurity spacing, so it describes single donors or close groups and gives only the order of the correction. For a barrier of height $\gamma$ and width $R_s$, the tunnelling exponent $2R_s\sqrt{2m\gamma}$ is 326. Redistribution over this distance must then proceed by thermal activation or through lower and narrower barriers, and the model assumes that it has had time to finish.

*Applied field.* The long-wave fluctuations have a field scale $\gamma/R_s$ of 0.011 MV/cm, far below a rough breakdown field of 3 MV/cm. A single ion at the mean spacing of 7.95 nm already produces 0.024 MV/cm, so the local field exceeds this scale almost everywhere in the crystal. That local field varies over roughly the impurity spacing and does not measure the slope of the long-wave wells. An operating field of 1 MV/cm, however, drops 17 V across $R_s$, which overwhelms the fluctuations and sweeps the electrons away. The result describes quasi-neutral material near zero bias, not the depleted high-field region of a working device.

*The real layer.* Impurity densities near $10^{18}\ \mathrm{cm^{-3}}$ are reasonable for doped gallium nitride, but compensation to 1% is a deliberately extreme choice. The n-type formula does not describe a layer that contains more acceptors than donors. Carbon need not act solely as a simple acceptor, which would change both $N$ and $n$. The dielectric constant is also anisotropic: using a rough axial value of 10.4 throughout lowers $\gamma$ to 0.16 eV and leaves $R_s$ unchanged. Among the departures sized here for quasi-neutral material, impurity correlation moves the amplitude most, from 0.18 towards 0.06 eV. Whether it occurs depends on whether the impurities could move and equilibrate during growth, so the independent-impurity value should be used only where they could not.

## Table of computed values

```
Donor density: 1e+18 cm^-3
Acceptor density: 9.9e+17 cm^-3
Charged impurity density N: 1.99e+18 cm^-3
Available electron density n: 1e+16 cm^-3
Compensation N_A/N_D: 0.99
Dielectric constant: 9.5
Coulomb strength e^2/(4 pi eps0 kappa): 0.1516 eV nm
Mean impurity spacing N^(-1/3): 7.95 nm
Screening radius R_s: 168.1 nm
Screening radius, converted: 1681 angstrom
Excess charge in sphere N/n: 199 e
Fluctuation amplitude gamma: 0.1794 eV
Fluctuation amplitude, converted: 0.006594 hartree
Sampled/predicted charge variance: 1.014
Sampled/predicted potential variance: 1.003
Lattice R_s=4 cells, rms energy/gamma: 0.8279
Lattice R_s=4 cells, long-wave charge power left: 0.05422
Lattice R_s=4 cells, short-wave charge power left: 0.8336
Lattice R_s=8 cells, rms energy/gamma: 0.7957
Lattice R_s=8 cells, long-wave charge power left: 0.04741
Lattice R_s=8 cells, short-wave charge power left: 0.9265
Lattice energy growth (scaling 1.414): 1.359
Lattice length growth (scaling 2): 1.614
Thermal energy at 300 K: 0.02585 eV
Linear screening length at 300 K: 36.84 nm
Linear amplitude at 300 K: 0.1029 eV
Linear-theory crossover length: 92.51 nm
Linear-theory crossover temperature: 1892 K
Thermal energy at 500 K / gamma: 0.2401
Growth temperature: 1300 K
Correlation length if ions equilibrated: 5.436 nm
Amplitude if ions equilibrated: 0.05589 eV
Effective mass: 0.2 electron masses
Small-well quantum size: 4.728 nm
Small-well quantum energy: 0.03009 eV
Tunnelling exponent across R_s: 326.3
Internal field gamma/(e R_s): 0.01067 MV/cm
Rough breakdown field: 3 MV/cm
Example operating field: 1 MV/cm
Operating potential drop over R_s: 16.81 V
Dielectric constant along axis: 10.4
Amplitude with axial constant: 0.1639 eV
Layer thickness: 1000 nm
Acceptor-to-conduction window: 2.5 eV
Radius where gamma is half the window: 8159 nm
Electron density at that limit: 2.958e+13 cm^-3
Changed acceptor density: 9.8e+17 cm^-3
R_s after change: 105.7 nm
gamma after change: 0.1419 eV
```
